# Why a climbing image finds a saddle, and when it does not

## What symmetry allows

An adatom hops between two surface sites. A chain of copies of the system, called images, joins the two minima, and one image is to be driven to the top of the pass. At that image there are two pieces of information: the true force $F=-\nabla V$ and the direction of the chain, given by a unit tangent $\tau$. The sign of $\tau$ has no meaning, because the chain can be read from either end.

Suppose that the driving force is linear in $F$, $F_c=MF$, and that no direction other than $\tau$ is preferred. Then $M$ must commute with every rotation and reflection that preserves the line along $\tau$. Reversing $\tau$ alone forbids mixing between parallel and perpendicular components. Rotations and reflections among the perpendicular directions make $M$ a multiple of the identity there. Hence

$$F_c=\alpha F_\perp+\beta F_\parallel,\qquad F_\parallel=(F\cdot\tau)\tau,\qquad F_\perp=F-F_\parallel .$$

Both sides are forces, so $\alpha$ and $\beta$ are pure numbers. The image must descend across the path, so $\alpha>0$, and climb along it, so $\beta<0$. If the size of the force is also to be preserved, $\alpha=1$ and $\beta=-1$:

$$F_c=F_\perp-F_\parallel=F-2(F\cdot\tau)\tau=PF,\qquad P=I-2\tau\tau^T .$$

This is the climbing-image force. The algebra is in atomic units and the numbers are in eV and Å. $V$ is twice continuously differentiable in $n\ge2$ free coordinates, and fixed slab atoms remove rigid motions. Relaxation follows $\dot R=F_c$ in a fictitious time with unit mobility.

## What goes wrong without climbing

With $\alpha=\beta=1$ the image follows the true force and in general slides into a minimum. The ordinary nudged elastic band prevents this with $\beta=0$ and a spring along the chain:

$$F_i^{\rm band}=F_{i,\perp}+c\left(|R_{i+1}-R_i|-|R_i-R_{i-1}|\right)\tau_i .$$

The two terms are orthogonal, so at convergence each vanishes: $F_{i,\perp}=0$ and the spacings are equal. Nothing is required of $F_{i,\parallel}$. The highest image sits where the spacing puts it, in general not at the saddle.

A model adatom shows how large the fault can be. With $u=2\pi x/a$,

$$V=\tfrac12(1-\cos u)(A+B\sin u)+\tfrac12K_y(y-y_0)^2+\tfrac12K_z(z-z_0)^2,$$

$$y_0=\tfrac12s_y(1-\cos u),\qquad z_0=\tfrac12s_z(1-\cos u).$$

The round parameters are $a=3$ Å, $A=0.60$ eV, $B=0.18$ eV, $K_y=6$ and $K_z=12$ eV/Å$^2$, $s_y=0.40$ Å and $s_z=0.30$ Å. They describe no particular material.

In the coordinates $x$, $y-y_0$, $z-z_0$ the last two terms are positive squares. The pass is therefore the maximum of the valley-floor energy $f=\tfrac12(1-\cos u)(A+B\sin u)$. Its derivative is

$$\frac{df}{du}=\tfrac12\left[\sin u\,(A+B\sin u)+(1-\cos u)B\cos u\right]
=\tfrac12\left[A\sin u+B(\cos u-\cos2u)\right],$$

where $\sin^2u-\cos^2u=-\cos2u$ was used. At the midpoint, $u=\pi$, this equals $-B$. The energy is already falling there, so the pass lies before the midpoint. A direct maximization of $f$ puts it at $x=1.278$ Å, where $\cos u=-0.894$ and $\sin u=0.448$. The barrier is

$$V^*=\tfrac12(1.894)\left[0.60+0.18(0.448)\right]=0.645\ {\rm eV}=0.0237\ {\rm hartree}.$$

A converged ordinary band of seven images, ends included, has its highest image at $x=1.501$ Å with energy 0.600 eV. It misses 0.0447 eV, about 7% of the barrier, and the true force on it is still 0.383 eV/Å. The miss depends on where the images happen to fall, and another number of images can make it much smaller. At 500 K, $k_BT=0.0431$ eV, so with an unchanged prefactor a Boltzmann estimate of the hop rate is too large by $\exp(0.0447/0.0431)\approx2.8$.

## What a vanishing climbing force proves

Since $\tau^T\tau=1$,

$$P^2=I-4\tau\tau^T+4\tau(\tau^T\tau)\tau^T=I .$$

$P$ is its own inverse, so $PF=0$ implies $F=P(PF)=0$. The converse is immediate. As $P$ is also symmetric,

$$|F_c|^2=F^TP^TPF=F^TF=|F|^2 .$$

A tolerance on the climbing force is thus a tolerance on the complete true force. At the start of climbing both have magnitude 0.383 eV/Å in the example.

These statements hold for every unit tangent, good or bad. For the same reason they say nothing about the kind of stationary point: a minimum, a first-order saddle and a maximum all have $F_c=0$. What can distinguish them is whether the relaxation is attracted to the point.

Let $R=R^*+d$ near a stationary point with nonsingular Hessian $H$. Then $F=-Hd+o(|d|)$. If the tangent rule is continuous, $P$ differs from its limiting value by a quantity that tends to zero, and this quantity multiplies a force of order $|d|$. Therefore

$$\dot d=-PHd+o(|d|),$$

with $P$ frozen at its limiting value. Moving a neighbour changes $\tau$ but not the true force on the climbing image, and at $F=0$ the change of $\tau$ has nothing to act on. To first order the climbing image is decoupled from the band. A finite-difference test gives a neighbour coupling of $4\times10^{-9}$ eV/Å$^2$ at the saddle, against 1.84 eV/Å$^2$ before the climb.

I call the point attracting if every eigenvalue $\mu$ of $PH$ has positive real part.

## Attraction implies a first-order saddle

The determinant gives a first hint. Since $\det P=-1$, $\det(PH)=-\det H$. At an attracting point $\det(PH)>0$, because real eigenvalues are positive and complex ones come in conjugate pairs. So $\det H<0$, and the number of negative curvatures is odd. This does not yet exclude three.

To exclude it, join $H$ to $P$ by the symmetric matrices

$$H_s=(1-s)H+sP,\qquad 0\le s\le1 .$$

Multiplication by $P$, with $P^2=I$, gives

$$PH_s=(1-s)PH+sI .$$

Its eigenvalues are $(1-s)\mu+s$. Their real parts are positive throughout, so $PH_s$, and with it $H_s$, is never singular. The real eigenvalues of $H_s$ move continuously with $s$ and cannot cross zero, so the number of negative ones is the same at both ends. At $s=1$ the matrix is $P$, with eigenvalue $-1$ along $\tau$ and $+1$ in all perpendicular directions. Hence $H$ has one negative eigenvalue.

No alignment was assumed. An attracting point of the dynamics $\dot R=F_c$ is a first-order saddle, whatever the tangent. The proof uses the same mobility for all coordinates. If a positive definite mobility or preconditioner $M$ that is not a multiple of the identity acts on $F_c$, the matrix becomes $MPH$; only the determinant argument survives, and a point with three negative curvatures can then attract. In a test on 20,000 random Hessians and tangents in four dimensions, all 1897 attracting cases had one negative curvature.

## What alignment is for

Alignment answers the converse question: does a given first-order saddle attract the image? Let $v$ be its normalized negative mode, $\theta$ the acute angle between the lines of $\tau$ and $v$, and $S=I-2vv^T$. Let $|H|$ have the eigenvectors of $H$ and the absolute values of its eigenvalues. Since $S$ restores the one negative sign, $H=S|H|$ and

$$|H|^{1/2}(PH)|H|^{-1/2}=|H|^{1/2}PS|H|^{1/2}.$$

The right side has the same eigenvalues as $PH$. In the plane of $v$ and $\tau$, take $v=(1,0)$ and $\tau=(\cos\theta,\sin\theta)$. Then

$$PS=\begin{pmatrix}-\cos2\theta&-\sin2\theta\\-\sin2\theta&\cos2\theta\end{pmatrix}\begin{pmatrix}-1&0\\0&1\end{pmatrix}
=\begin{pmatrix}\cos2\theta&-\sin2\theta\\\sin2\theta&\cos2\theta\end{pmatrix}.$$

This is a rotation by $2\theta$. Outside the plane $PS$ is the identity. Its antisymmetric part drops out of quadratic forms, so for any real vector $q$

$$q^TPSq\ge\cos2\theta\,|q|^2 .$$

If $w$ is a possibly complex eigenvector of $|H|^{1/2}PS|H|^{1/2}$, the real part of its eigenvalue is the symmetric part of $PS$ evaluated on $|H|^{1/2}w$, divided by $|w|^2$. It is positive for $\theta<45^\circ$. Alignment within 45° is therefore sufficient in any dimension for the first-order motion $\dot R=F_c$. With inertia, $\ddot d=-PHd-\gamma\dot d$, stability also requires enough friction, $\gamma^2\,{\rm Re}\,\mu>({\rm Im}\,\mu)^2$ for every eigenvalue $\mu$.

For $\theta<45^\circ$ the linearized motion also has a quantity that decreases steadily, $L=\tfrac12d^T|H|d$. Using $\dot d=-PS|H|d$ and $|H|^2=H^2$,

$$\dot L=-(|H|d)^TPS(|H|d)\le-\cos2\theta\,|Hd|^2 .$$

$L$ counts the negative curvature as positive. In this measure a saddle looks like the bottom of a bowl.

Is 45° the true limit? Let $\tau$ tilt towards a single positive mode, with curvatures $-a$ and $b$ in the tilt plane. Here $a$ is a curvature, not the lattice period. Multiplying the matrix of $P$ above by ${\rm diag}(-a,b)$ gives

$$PH=\begin{pmatrix}a\cos2\theta&-b\sin2\theta\\a\sin2\theta&b\cos2\theta\end{pmatrix},\qquad
{\rm tr}=(a+b)\cos2\theta,\qquad \det=ab .$$

The product of the two eigenvalues is positive, so both have positive real part precisely when their sum is positive, which means $\theta<45^\circ$. The curvatures do not enter this limit.

A tilt towards several positive modes of unequal stiffness can be more forgiving. For the model saddle, with curvatures $-1.90$, 6.15 and 12.21 eV/Å$^2$, the computed limit is 45.00° towards either positive mode but 45.49° towards their equal mixture. So 45° is the best bound that needs no knowledge of the curvatures, but it is not a necessary condition in general.

The full model potential confirms the two sides. The tangent was frozen, tilted towards the softer positive mode, and the image started 0.01 Å from the saddle. After 200 explicit steps of 0.01 Å$^2$/eV, a total time of 2 Å$^2$/eV, it was 0.00013 Å away for a 30° tilt and 0.69 Å away for 60°. The linear rate is half the trace, $\tfrac12(1.90+6.15)\cos60^\circ=2.01$ eV/Å$^2$ for 30°, and its negative for 60°. The corresponding factors $e^{\mp4.03}$, or 0.018 and 56, predict 0.00018 Å and 0.56 Å. This estimate leaves out the oscillation of the complex eigenvalues, the anharmonicity and the error of the finite step.

## The resulting algorithm

The tangent should follow the path and vary continuously. Between a lower and a higher neighbour, use the difference vector on the side of the higher one: $R_{i+1}-R_i$ if that is image $i+1$, and $R_i-R_{i-1}$ if it is image $i-1$. Both are taken in the order of increasing $i$. The climbing force does not depend on the sign of $\tau_i$, but the spring term does: with $\tau_i$ reversed it would push an image towards its nearer neighbour instead of equalizing the spacings. At a local maximum or minimum of the band energy, combine

$$\tau_i\propto w_+(R_{i+1}-R_i)+w_-(R_i-R_{i-1}).$$

Of the two differences $|V_{i+1}-V_i|$ and $|V_{i-1}-V_i|$, the larger is the weight on the side of the higher neighbour and the smaller is the other weight. When one neighbour reaches the energy of image $i$, the smaller weight vanishes and the rule joins the one-sided choice. When the neighbours have equal energy, the weights are equal. The direction is thus continuous as long as the combined vector does not vanish.

1. Relax an ordinary band until its highest image is clear.
2. Remove the spring force from that image and give it $F_c=F-2(F\cdot\tau)\tau$. Other images keep their band forces.
3. Relax all images together, updating the tangents.
4. Check that the climbing image is still the highest, and compute its Hessian. Count the negative eigenvalues and measure the angle between $\tau$ and $v$.

A spring on the climbing image would in general hold it off the saddle, since with unequal spacings its force must be balanced by a nonzero tangential true force.

An explicit step $h$ multiplies an error component by $1-h\mu$. The condition $|1-h\mu|^2<1$ becomes $-2h\,{\rm Re}\,\mu+h^2|\mu|^2<0$, or

$$h<\frac{2\,{\rm Re}\,\mu}{|\mu|^2}.$$

In the example the eigenvalues of $PH$ are 1.92, 6.12 and 12.16 eV/Å$^2$, so the climbing image requires $h<2/12.16=0.164$ Å$^2$/eV. The step used is 0.04. The other images set their own limits.

After 247 climbing steps the image is at $(1.278,0.379,0.284)$ Å with energy 0.645 eV, in agreement with the independent maximization. The tangent is 3.1° from the negative mode, well inside the sufficient range. The Hessian has one negative eigenvalue.

## Stopping early

Near the saddle $d\approx-H^{-1}F$, so

$$V-V^*\approx\tfrac12d^THd=\tfrac12F^TH^{-1}F .$$

The error can have either sign: a residual force along the negative mode leaves the energy too low, one along a positive mode leaves it too high. In this quadratic approximation its magnitude is at most $|F|^2/(2\lambda_{\min})$, where $\lambda_{\min}$ is the smallest absolute curvature.

With a band tolerance of 0.02 eV/Å, 49 steps suffice and the climbing image keeps a force of 0.00936 eV/Å. The bound is $0.00936^2/(2\times1.90)=2.3\times10^{-5}$ eV. The actual error is $-2.25\times10^{-5}$ eV, and the quadratic formula gives the same to the digits shown. The negative sign and the closeness to the bound show that the residual force lies mostly along the negative mode. A soft mode would make the same force tolerance less safe.

## A converged image that is not a first-order saddle

Consider a diagonal hop on a square surface,

$$V=\frac A4\left(2-\cos kx-\cos ky\right),\qquad k=\frac{2\pi}{a},$$

with $a$ again the lattice period. A straight band from $(0,0)$ to $(a,a)$ has $x=y$, hence $F_x=F_y$, and the true force lies along the band. The climbing image moves up to the on-top site $(a/2,a/2)$ and stops. Both curvatures there are $-Ak^2/4=-0.658$ eV/Å$^2$. The force vanishes and the tangent is an eigenvector with negative curvature, yet the point is a second-order saddle, here a maximum.

With $H=-\kappa I$ and $\kappa=0.658$ eV/Å$^2$, $PH=-\kappa P$ has eigenvalue $+\kappa$ along the tangent and $-\kappa$ across it. The point repels sideways displacements, and mirror symmetry has kept them at zero. With the tangent frozen, a sideways push of 0.001 Å grew to 2.118 Å, close to the distance $a/\sqrt2=2.121$ Å of the neighbouring hollow site, where no curvature is negative.

Alignment plus zero force is therefore not a proof of index one. The proof is either the Hessian itself or attraction under general small displacements in the plain dynamics $\dot R=F_c$. Convergence of a root-finding optimizer proves nothing about the index: with the tangent frozen, the Newton step for $PF=0$ is $(PH)^{-1}PF=H^{-1}F$, which is drawn to every nondegenerate stationary point, the on-top maximum included. A symmetric starting path should be displaced off its symmetry before relaxation, and the Hessian must include the symmetry-breaking coordinates.

## Use with first-principles forces

In a surface calculation $F$ comes from an electronic-structure method. The argument needs it to be the negative gradient of a single smooth energy surface. If the computed force has a small constant error $\delta$, the image stops, to first order, where $-Hd+\delta=0$. It is then displaced by $d=H^{-1}\delta$, so soft modes amplify the error. The algorithm cannot repair an inaccurate energy surface.

The index refers to the free coordinates. Frozen slab atoms may carry forces, and releasing them can shift the saddle or reveal further negative curvatures. Finally, one climbing image locates one saddle. If the band has several maxima, each must be refined before the highest barrier of the path is named. The numerical output below lists the main computed values.

## Calculated quantities

```
Lattice period a: 3.00 angstrom
Energy parameters A, B: 0.60, 0.18 eV
Stiffnesses Ky, Kz: 6.0, 12.0 eV/angstrom^2
Valley shifts in y, z: 0.40, 0.30 angstrom
Band spring constant: 2.0 eV/angstrom^2
Relaxation step: 0.04 angstrom^2/eV
Images including ends: 7
Climbing image number, first end = 0: 3
Ordinary band energies: [0.      0.19603 0.55873 0.59984 0.32414 0.11511 0.     ] eV
Climbing band energies: [0.      0.14868 0.46911 0.64458 0.4015  0.13975 0.     ] eV
Ordinary highest position: [1.50104 0.39241 0.29683] angstrom
Climbing image position: [1.27827 0.37882 0.28411] angstrom
Independent saddle position: [1.27827 0.37882 0.28411] angstrom
Ordinary highest energy: 0.599841 eV
Climbing image energy: 0.644578 eV
Independent barrier: 0.644578 eV
Barrier converted: 0.023688 hartree
Barrier missed by ordinary image: 0.044737 eV
Temperature: 500 K
Boltzmann factor overestimate: 2.824
Ordinary relaxation steps: 607
Climbing relaxation steps: 247
True force when climbing starts: 0.383045 eV/angstrom
Climbing force at the same point: 0.383045 eV/angstrom
Saddle curvatures: [-1.9024  6.1549 12.2105] eV/angstrom^2
Negative mode (x,y,z): [0.98293 0.14001 0.11938]
Final tangent (x,y,z): [0.99145 0.09987 0.08393]
Angle between tangent and negative mode: 3.107 degrees
Eigenvalues of P H: [ 1.92107 12.16462  6.11808] eV/angstrom^2
Neighbour coupling at saddle: 4.03e-09 eV/angstrom^2
Neighbour coupling before climb: 1.8434 eV/angstrom^2
Random Hessians tested: 20000
Dimension of random Hessians: 4
Attracting cases, all of index one: 1897
Aligned index-one cases, all attracting: 1832
Critical tilt to softer positive mode: 45.0000 degrees
Critical tilt to stiffer positive mode: 45.0000 degrees
Critical tilt to equal mixture: 45.4866 degrees
Tilt tests: start 0.01 angstrom, time 2 angstrom^2/eV
Final distance at 30 degree tilt: 0.000127 angstrom
Final distance at 60 degree tilt: 0.686490 angstrom
Loose band tolerance: 0.02 eV/angstrom
Loose relaxation steps: 49
Loose climbing-image force: 0.009360 eV/angstrom
Loose energy error: -2.250e-05 eV
Quadratic error estimate: -2.246e-05 eV
On-top position: [1.5 1.5] angstrom
On-top residual force: 9.86e-07 eV/angstrom
On-top curvatures: [-0.65797 -0.65797] eV/angstrom^2
Departure after 0.001 angstrom sideways push: 2.1177 angstrom
Negative curvatures where pushed image ends: 0
```
